# Slab-truncated Coulomb kernel, two-dimensional screening and slow gap convergence, part 1

(Sections cited here and not found follow in the second part.)

## First half: derivation in reciprocal space

### A sheet of no thickness

Take an infinitely thin insulating sheet at \(z=0\) whose in-plane polarization is \(\mathbf P=\alpha\mathbf E_\parallel\), where \(\alpha\) is the polarizability per area. Hartree atomic units are used throughout, so \(\alpha\) is a length. Let the total potential in the sheet vary as \(\phi\,e^{i\mathbf q\cdot\boldsymbol\rho}\). Then \(\mathbf E_\parallel=-i\mathbf q\phi\), and the bound charge per area is

\[
-\nabla\cdot\mathbf P=-i\mathbf q\cdot(-i\alpha\mathbf q\phi)=-\alpha q^2\phi .
\]

A sheet charge of wave number \(q\) and unit amplitude produces the potential \(2\pi/q\) in its own plane, as shown below. Hence

\[
\phi=\phi_{\rm ext}-\frac{2\pi}{q}\alpha q^2\phi
\quad\Longrightarrow\quad
\phi=\frac{\phi_{\rm ext}}{1+r_0q},\qquad r_0=2\pi\alpha .
\]

The dielectric function starts at 1 and rises linearly. In a bulk solid the interaction is \(4\pi/q^2\), which cancels the \(q^2\) of the bound charge and leaves a constant. In the sheet one power of \(q\) survives, because most of the field of a long wave runs through the vacuum, where there is nothing to polarize.

The screening part of the interaction is

\[
W-v=\frac{2\pi}{q}\left(\frac1{1+r_0q}-1\right)=-\frac{2\pi r_0}{1+r_0q}.
\]

At \(q=0\) it equals \(-2\pi r_0\), although the inverse dielectric function is 1 there: the divergence of \(v\) compensates the vanishing of \(1/\varepsilon-1\). A calculation that sets \(\varepsilon^{-1}(0)=1\) and drops the screening term at \(q=0\) loses this finite piece.

### The kernel by direct integration

A plane-wave calculation repeats the layer with period \(L\) along \(z\). To isolate it, the interaction is cut:

\[
v_c(\mathbf r)=\frac{\theta(z_c-|z|)}{r}.
\]

Write \(q=k_\parallel\) for the in-plane wave number and \(\kappa=k_z\) for the normal one. The in-plane transform is needed first. Its integral converges conditionally and is read as the limit of a vanishing convergence factor. Insert

\[
\frac1{\sqrt{\rho^2+z^2}}=\frac2{\sqrt\pi}\int_0^\infty ds\,e^{-s^2(\rho^2+z^2)} .
\]

The Gaussian integral over \(\boldsymbol\rho\) gives \((\pi/s^2)e^{-q^2/4s^2}\). With \(t=1/s\),

\[
\int d^2\rho\,\frac{e^{-i\mathbf q\cdot\boldsymbol\rho}}{\sqrt{\rho^2+z^2}}
=2\sqrt\pi\,J,\qquad
J=\int_0^\infty dt\,e^{-A^2t^2-B^2/t^2},
\]

where \(A=q/2\) and \(B=|z|\). Differentiation gives \(dJ/dB=-2B\int dt\,t^{-2}e^{-A^2t^2-B^2/t^2}\). The substitution \(t=B/(Au)\) exchanges the two exponents and turns \(dt/t^2\) into \((A/B)\,du\), with the limits restored to increasing order. Thus \(dJ/dB=-2AJ\). Since \(J=\sqrt\pi/(2A)\) at \(B=0\), we have \(J=(\sqrt\pi/q)e^{-q|z|}\), and the transform is

\[
\frac{2\pi}{q}e^{-q|z|}.
\]

At \(z=0\) this is the potential used for the sheet. The remaining integral is even in \(z\):

\[
v_c(q,\kappa)=\frac{4\pi}{q}\,{\rm Re}\int_0^{z_c}dz\,e^{(-q+i\kappa)z}
=\frac{4\pi}{q}\,{\rm Re}\,
\frac{(q+i\kappa)(1-e^{-qz_c}e^{i\kappa z_c})}{q^2+\kappa^2}.
\]

Taking the real part,

\[
v_c=\frac{4\pi}{q^2+\kappa^2}
\left\{1+e^{-qz_c}\left[\frac{\kappa}{q}\sin\kappa z_c-\cos\kappa z_c\right]\right\}.
\]

The short form

\[
v_c=\frac{4\pi}{k^2}\left[1-e^{-k_\parallel z_c}\cos(k_zz_c)\right]
\]

therefore requires \(\kappa\sin\kappa z_c=0\). In a periodic cell \(\kappa=2\pi n/L\), and the choice \(z_c=L/2\) gives \(\kappa z_c=n\pi\), as required. For a general cut the sine term behaves as \(4\pi\sin(\kappa z_c)/(\kappa q)\) at small \(q\), a divergence at nonzero \(\kappa\) that the short form misses. For \(q=0.7\), \(z_c=2\) and \(\kappa=1\), direct integration gives 12.00 bohr², while the short form gives 9.30.

With the correct cut, as \(q\to0\),

\[
v_c(q,0)=\frac{4\pi}{q^2}(1-e^{-qL/2})\to\frac{2\pi L}{q},
\qquad
v_c(0,\kappa)=\frac{4\pi}{\kappa^2}[1-(-1)^n]\quad(n\ne0).
\]

The head, meaning the \(\kappa=0\) element, diverges as \(1/q\) instead of \(1/q^2\).

The cut must also suit the charge. The reciprocal sum restores the periodic copies of the cut interaction. Two charges separated by \(t\) along \(z\) interact correctly if \(t<L/2\), and their nearest copies, separated by \(L-t>L/2\), then do not interact. All pairs in a layer of thickness \(d\) satisfy this if \(d\le L/2\). With \(L=24\) bohr and \(q=0.3\) bohr⁻¹, a uniform layer of 16 bohr breaks the condition, and its average interaction is wrong by 0.44 percent.

### Why the response begins as \(q^2\)

Let \(\chi^0\) be the change of electron density per change of potential energy for independent electrons. In a gapped layer a long wave must connect a filled state at \(\mathbf k\) to an empty one at \(\mathbf k+\mathbf q\). Their cell-periodic parts are orthogonal at \(q=0\), so the overlap is of order \(q\) and its square of order \(q^2\). The energy denominators stay finite. Hence \(\chi^0=-\alpha q^2\).

A massive Dirac band pair supplies \(\alpha\) explicitly:

\[
H=v_F(k_x\sigma_x+k_y\sigma_y)+m\sigma_z,\qquad
E=\sqrt{v_F^2k^2+m^2},\qquad \Delta=2m .
\]

Each eigenstate corresponds to a unit vector \(\mathbf n\) along \((v_Fk_x,v_Fk_y,m)\). The squared overlap of a lower with an upper state is

\[
\frac{1-\mathbf n\cdot\mathbf n'}2=\frac{|\mathbf n-\mathbf n'|^2}4
\simeq\frac{|(\mathbf q\cdot\nabla_k)\mathbf n|^2}{4}.
\]

The polar angle obeys \(\tan\theta=v_Fk/m\), so \(\mathbf n\) turns at the rate \(d\theta/dk=v_Fm/E^2\) for radial steps and \(\sin\theta/k=v_F/E\) for tangential ones. Averaging over the direction of \(\mathbf k\) gives one half of the sum of the squares. The two time orderings contribute a factor 2, and each denominator is \(2E\):

\[
\chi^0=-2\int\frac{k\,dk}{2\pi}\,\frac1{2E}\,\frac{q^2}{8}
\left(\frac{v_F^2m^2}{E^4}+\frac{v_F^2}{E^2}\right).
\]

Since \(v_F^2k\,dk=E\,dE\),

\[
\chi^0=-\frac{q^2}{16\pi}\int_m^\infty dE
\left(\frac{m^2}{E^4}+\frac1{E^2}\right)
=-\frac{q^2}{16\pi}\,\frac4{3m}=-\frac{q^2}{6\pi\Delta}.
\]

For \(g\) species, counting spins and valleys,

\[
\alpha=\frac{g}{6\pi\Delta},\qquad r_0=\frac{g}{3\Delta}.
\]

The velocity has cancelled. Take \(g=4\) and \(\Delta=0.06\) hartree as round model values. Then \(\alpha=4/(6\pi\times0.06)=3.537\) bohr and \(r_0=22.2\) bohr. A sum over numerical eigenvectors at small finite \(q\) confirms \(\alpha\).

### The dielectric matrix of a thick layer

Let the charge have the uniform profile \(p(z)=1/d\) inside the layer, and let

\[
\chi^0(q;z,z')=-\alpha q^2p(z)p(z').
\]

This model ignores polarization along \(z\) and coupling between different in-plane reciprocal vectors. It also keeps the \(q^2\) law at all \(q\). Define \(p_G=\int dz\,p(z)\cos Gz\), and let \(v_G\) be the kernel at \(\kappa=G\). The dielectric matrix \(\varepsilon=1-v\chi^0\) becomes

\[
\varepsilon_{GG'}=\delta_{GG'}+a_Gp_{G'},\qquad
a_G=\frac{\alpha q^2}{L}v_Gp_G .
\]

Put \(s=\sum_Ga_Gp_G\). The inverse is \(1-ap^T/(1+s)\), because

\[
(1+ap^T)\left(1-\frac{ap^T}{1+s}\right)
=1+ap^T\left[1-\frac1{1+s}-\frac{s}{1+s}\right]=1 .
\]

Let \(\bar v=L^{-1}\sum_Gp_G^2v_G\) be the bare interaction averaged over the layer, so that \(s=\alpha q^2\bar v\). The same average of \(W=\varepsilon^{-1}v\) is

\[
\bar W=\bar v-\frac{s\bar v}{1+s}=\frac{\bar v}{\varepsilon(q)},\qquad
\varepsilon(q)=1+\alpha q^2\bar v .
\]

For \(d\le L/2\), \(\bar v\) is the average of \((2\pi/q)e^{-qt}\) over pairs in the layer, whose separations \(t\) have the density \(2(d-t)/d^2\). With \(x=qd\),

\[
\Lambda(x)=\int_0^ddt\,\frac{2(d-t)}{d^2}e^{-qt}
=\frac2{x^2}\left\{x(1-e^{-x})-\left[1-(1+x)e^{-x}\right]\right\}
=\frac{2(x-1+e^{-x})}{x^2}.
\]

Thus \(\bar v=(2\pi/q)\Lambda\) and

\[
\varepsilon(q)=1+r_0q\Lambda(qd)
=1+\frac{4\pi\alpha}{d}\left[1-\frac{1-e^{-qd}}{qd}\right].
\]

At small \(q\), \(\Lambda\to1\) and the thin-sheet law returns. For \(qd\gg1\) the field stays inside the layer and \(\varepsilon\to1+4\pi\alpha/d\). With \(d=10\) bohr, \(\varepsilon\) is 1.215 at \(q=0.01\) bohr⁻¹, 1.95 at 0.05 and 2.64 at 0.1, with the limit 5.44. This limit belongs to the \(q^2\) law kept at all \(q\); the Dirac response itself falls below that law once \(v_Fq\) is comparable to \(\Delta\).

The head of the inverse matrix shows what the cut changes. Since \(p_0=1\), it equals \(1-\alpha q^2v_0/[L(1+s)]\). With the truncated \(v_0\to2\pi L/q\) it is \(1-r_0q\) to first order. Without truncation \(v_0=4\pi/q^2\). Then \(s=A+bq^2+\dots\), with \(A=4\pi\alpha/L\) and \(b\) a constant from the terms with \(G\ne0\), so the head is

\[
1-\frac{A}{1+A+bq^2}\simeq\frac1{1+A}+\frac{Ab\,q^2}{(1+A)^2}.
\]

This is flat at the origin, but it describes a stack of layers and depends on \(L\). At the first nonzero point of a 12×12 grid, \(q=0.087\) bohr⁻¹, the untruncated head has moved from 0.351 to 0.395. The truncated one has fallen from 1 to 0.515.

### From screening to the gap error

In static COHSEX the screened exchange is \(-\rho(x,x')W(x,x')\), with \(\rho\) the density matrix of filled states, and the Coulomb hole is \(\tfrac12\delta(x-x')W_c(x,x)\), with \(W_c=W-v\). If \(W_c\) is a constant \(w\), a filled state receives \(-w+w/2=-w/2\) and an empty one \(+w/2\). Relative to bare exchange with the same orbitals the gap changes by \(w\), which is negative.

For a slowly varying \(W_c\), take the two band edges to have equal densities, so that their Coulomb-hole terms cancel, and neglect interband exchange, whose weight is of order \(q^2\) at small \(q\). The filled edge alone then receives a screened-exchange shift, and

\[
w=\int\frac{d^2q}{(2\pi)^2}f(q),\qquad f=F\,\bar W_c,\qquad
\bar W_c=-\frac{2\pi r_0\Lambda^2}{1+r_0q\Lambda}.
\]

Here \(\bar W_c=\bar v(1/\varepsilon-1)\). \(F=e^{-q^2\sigma^2}\) is the squared form factor of a Gaussian orbital density of width \(\sigma\). The integral covers the whole plane, which includes the in-plane reciprocal vectors with diagonal screening.

An \(N\times N\) grid centred on \(q=0\), for a square cell of side \(a\), has spacing \(h=2\pi/(Na)\) and point weight \(h^2/(2\pi)^2=1/(Na)^2\). Expansion about the centre of a grid cell gives

\[
\int_{\rm cell}f\,d^2q=h^2f_j+\frac{h^4}{24}\nabla^2f_j+\dots
\]

Away from the origin \(f\) is smooth. Near it \(f=f(0)+cq+\dots\), so \(\nabla^2f\sim c/q\). Summed over all cells but the central one, the second term is \(h^2/24\) times the integral of \(\nabla^2f\) outside that cell, plus the difference between sum and integral. Near the cusp that difference is \(h^2\) times a sum of terms \(h^4/q_j^3\) with \(q_j\sim nh\), which converges and is of order \(h^3\); the smooth part of \(f\) adds only higher orders. By the divergence theorem this integral is minus the flux of \(\nabla f\) through an edge of length \(4h\), so the contribution is of order \(h^3\). Higher terms acting on the cusp scale as \(h^3\) too.

The central cell holds \(h^2f(0)+O(h^3)\), with \(f(0)=-2\pi r_0\). Dropping it makes the gap too large by

\[
\delta_{\rm drop}=\frac{2\pi r_0}{(Na)^2}+O(N^{-3}).
\]

Averaging the bare \(v\) over the central cell does not help while \(\varepsilon^{-1}=1\) is kept there, since the screening part is still zero.

## Second half: derivation in real space, and comparison

### Symbols and results carried over

The layer has thickness \(d\), in-plane polarizability \(\alpha\) and screening length \(r_0=2\pi\alpha\). It sits in a cell of height \(L\), and the interaction is cut at \(|z|=z_c\). The in-plane and normal wave numbers are \(q\) and \(\kappa\). A bar denotes an average over the uniform profile \(p(z)=1/d\). The first half found the truncated kernel, the dielectric function \(\varepsilon(q)=1+\alpha q^2\bar v(q)\), and the gap change \(w=\int d^2q\,f(q)/(2\pi)^2\), with

\[
f(q)=-\frac{2\pi r_0\Lambda^2}{1+r_0q\Lambda}\,e^{-q^2\sigma^2},
\qquad \Lambda(qd)=1-\frac{qd}{3}+\dots
\]

On an \(N\times N\) grid with cell side \(a\) and spacing \(h=2\pi/(Na)\), dropping the \(q=0\) screening term gave a gap too large by \(2\pi r_0/(Na)^2\) at leading order. The kernel, the dielectric function and this error are now derived again from Poisson's equation and from the interaction between distant points.

### The kernel from Poisson's equation

The potential of a unit point charge obeys \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\). Its in-plane Fourier component \(u(z)\) therefore satisfies

\[
u''-q^2u=-4\pi\delta(z).
\]

Away from \(z=0\) the decaying solution is \(u=Ce^{-q|z|}\). Its slope jumps by \(-2qC\) at the origin, and the equation requires the jump \(-4\pi\), so \(C=2\pi/q\). No integral over \(\boldsymbol\rho\) is needed.

The cut kernel is \(v_c=\int_{-z_c}^{z_c}dz\,u\,e^{-i\kappa z}\). Multiply the differential equation by \(e^{-i\kappa z}\) and integrate over the same interval. Two integrations by parts give

\[
\int_{-z_c}^{z_c}dz\,u''e^{-i\kappa z}
=\left[u'e^{-i\kappa z}+i\kappa ue^{-i\kappa z}\right]_{-z_c}^{z_c}-\kappa^2v_c .
\]

Because \(u\) is even and \(u'\) odd, the boundary terms are

\[
\left[u'e^{-i\kappa z}\right]=2u'(z_c)\cos\kappa z_c,
\qquad
i\kappa\left[ue^{-i\kappa z}\right]
=i\kappa u(z_c)(-2i\sin\kappa z_c)=2\kappa u(z_c)\sin\kappa z_c .
\]

Collecting terms,

\[
(q^2+\kappa^2)v_c=4\pi+2u'(z_c)\cos\kappa z_c+2\kappa u(z_c)\sin\kappa z_c .
\]

Now \(u'(z_c)=-2\pi e^{-qz_c}\) and \(u(z_c)=(2\pi/q)e^{-qz_c}\). Substitution gives

\[
v_c=\frac{4\pi}{q^2+\kappa^2}
\left\{1+e^{-qz_c}\left[\frac{\kappa}{q}\sin\kappa z_c-\cos\kappa z_c\right]\right\},
\]

the kernel of the first half. This route shows where each part comes from. The leading 1 is the point charge. The cosine comes from the normal slope of the potential at the cut, and the sine from the potential removed there. That potential grows as \(1/q\) for long waves, which is why the sine term is dangerous. Setting \(z_c=L/2\) places the cut at nodes of \(\sin\kappa z\) for all \(\kappa=2\pi n/L\), and the short form follows.

The reciprocal-space derivation has given the truncated kernel, the layer's dielectric function and the leading gap error from dropping the \(q=0\) screening term, and Poisson's equation has confirmed the kernel. It remains to rederive the dielectric function and the grid error in real space, and to compare the error law with computed grids.
